\section*{Koopmans' theorem as a variational statement about one-hole determinants}

\section{Which orbital should lose the electron?}

A Hartree-Fock calculation has converged, and its occupied orbitals have been rotated into localised ones, one for each bond. An estimate of the lowest ionisation energy is now wanted without a second calculation for the ion. One may take the smallest value of $-F_{ii}$ among the localised orbitals, or first diagonalise the occupied block of the Fock matrix. The total energy of the neutral system cannot decide between them, because rotating the occupied orbitals among themselves leaves it unchanged. The energy of the ion can.

Let $\Phi$ be a normalised determinant of $N$ orthonormal spin orbitals. Indices $i,j,k$ denote occupied orbitals, $b$ a virtual one, and $p,q,r,s$ any orbital. In atomic units the Hamiltonian is
\begin{equation}
H=\sum_{pq}h_{pq}a_p^\dagger a_q
+\frac12\sum_{pqrs}\langle pq|rs\rangle a_p^\dagger a_q^\dagger a_s a_r ,
\label{H}
\end{equation}
where electron 1 occupies $p$ and $r$ in the integral, and electron 2 occupies $q$ and $s$. Exchanging the electron labels gives $\langle pq|rs\rangle=\langle qp|sr\rangle$. A constant nuclear repulsion may be added; it shifts all energies equally.

With $E=\langle\Phi|H|\Phi\rangle$, the Fock matrix is
\begin{equation}
F_{pq}=h_{pq}+\sum_k\bigl(\langle pk|qk\rangle-\langle pk|kq\rangle\bigr).
\label{F}
\end{equation}
The one-hole determinants are $\Phi_i=a_i\Phi$. The result to be proved is
\begin{equation}
M_{ij}\equiv\langle\Phi_i|H|\Phi_j\rangle=E\,\delta_{ij}-F_{ji}.
\label{main}
\end{equation}
The indices of $F$ are reversed. For real orbitals and a real Hamiltonian $F$ is symmetric and the reversal has no effect, but for complex orbitals it must be kept.

\section{First derivation: moving a creation operator}

For occupied $i$ and $j$, removing $j$ and then creating $i$ restores $\Phi$ if $i=j$. If $i\neq j$, orbital $i$ is still filled and the result vanishes. Therefore
\begin{equation}
a_i^\dagger a_j\Phi=\delta_{ij}\Phi ,\qquad
\langle\Phi_i|\Phi_j\rangle=\delta_{ij}.
\label{norm}
\end{equation}
The one-hole determinants are thus orthonormal. Since $a_i^\dagger H=Ha_i^\dagger-[H,a_i^\dagger]$,
\begin{equation}
M_{ij}=\langle\Phi|a_i^\dagger H a_j|\Phi\rangle
=E\,\delta_{ij}-\langle\Phi|[H,a_i^\dagger]a_j|\Phi\rangle .
\label{move}
\end{equation}

The commutator follows from $a_qa_i^\dagger=\delta_{qi}-a_i^\dagger a_q$ and from the anticommutation of creation operators. For the one-electron part,
\begin{align}
a_p^\dagger a_q a_i^\dagger
&=\delta_{qi}a_p^\dagger-a_p^\dagger a_i^\dagger a_q
=\delta_{qi}a_p^\dagger+a_i^\dagger a_p^\dagger a_q,\\
[a_p^\dagger a_q,a_i^\dagger]&=\delta_{qi}a_p^\dagger .
\end{align}
For the two-electron part, $a_i^\dagger$ must pass two annihilators:
\begin{equation}
a_sa_ra_i^\dagger=\delta_{ri}a_s-a_sa_i^\dagger a_r
=\delta_{ri}a_s-\delta_{si}a_r+a_i^\dagger a_sa_r .
\end{equation}
It then passes $a_p^\dagger a_q^\dagger$ with two sign changes, that is, with none overall. Hence
\begin{equation}
[a_p^\dagger a_q^\dagger a_sa_r,a_i^\dagger]
=a_p^\dagger a_q^\dagger(\delta_{ri}a_s-\delta_{si}a_r).
\end{equation}
Inserting this in $H$ gives two sums, each with a factor $\frac12$. In the second, exchange the names $p$ and $q$, use $\langle qp|ri\rangle=\langle pq|ir\rangle$, and restore the order of the creators:
\begin{equation}
-\frac12\sum_{pqr}\langle pq|ri\rangle a_p^\dagger a_q^\dagger a_r
=+\frac12\sum_{pqr}\langle pq|ir\rangle a_p^\dagger a_q^\dagger a_r .
\end{equation}
This equals the first sum, so the factor $\frac12$ disappears:
\begin{equation}
[H,a_i^\dagger]=\sum_p h_{pi}a_p^\dagger
+\sum_{pqs}\langle pq|is\rangle a_p^\dagger a_q^\dagger a_s .
\label{comm}
\end{equation}

Now multiply by $a_j$ on the right and average over $\Phi$. The one-electron term needs $p=j$ and gives $h_{ji}$. In the other term $a_sa_j$ removes two occupied orbitals, which the creators must put back. There are two ways:
\begin{align}
p=j,\ q=s:&\quad
\langle a_j^\dagger a_s^\dagger a_sa_j\rangle=1,\\
p=s,\ q=j:&\quad
\langle a_s^\dagger a_j^\dagger a_sa_j\rangle
=-\langle a_j^\dagger a_s^\dagger a_sa_j\rangle=-1,
\end{align}
for $s\neq j$. The case $s=j$ contributes nothing because $a_ja_j=0$. It may still be included in the sum below, since its two integrals cancel. Writing $k$ for $s$,
\begin{align}
\langle[H,a_i^\dagger]a_j\rangle
&=h_{ji}+\sum_k\bigl(\langle jk|ik\rangle-\langle kj|ik\rangle\bigr)\nonumber\\
&=h_{ji}+\sum_k\bigl(\langle jk|ik\rangle-\langle jk|ki\rangle\bigr)
=F_{ji}.
\end{align}
The second line uses the exchange of electron labels. Substitution in (\ref{move}) gives (\ref{main}).

\section{Second derivation: the energy of a smaller determinant}

This derivation starts from the energy of a determinant and evaluates no off-diagonal matrix element. For orthonormal occupied orbitals $\chi_m$,
\begin{equation}
E=\sum_m h_{mm}+\frac12\sum_{mn}w_{mn},\qquad
w_{mn}=\langle mn|mn\rangle-\langle mn|nm\rangle .
\label{energy}
\end{equation}
Here $w_{mn}=w_{nm}$ and $w_{mm}=0$: an electron does not repel itself.

Choose any normalised orbital $\varphi=\sum_i d_i\varphi_i$ in the occupied space. A unitary rotation of the occupied orbitals can make $\varphi$ the first of them, $\chi_1=\varphi$, and it changes $\Phi$ by a phase at most. Deleting $\chi_1$ removes from (\ref{energy}) one diagonal term of $h$, one row of $w$ and one column of $w$. The corner $w_{11}$ belongs to both and must be subtracted once:
\begin{align}
E-E_{\rm ion}[\varphi]
&=h_{11}+\frac12\Bigl(\sum_n w_{1n}+\sum_m w_{m1}-w_{11}\Bigr)\nonumber\\
&=h_{11}+\sum_n w_{1n}=\langle\varphi|F|\varphi\rangle .
\end{align}
The last equality is (\ref{F}) with $p=q=1$. The sum over occupied orbitals in (\ref{F}) does not depend on the basis chosen for the occupied space, so $F$ is the same operator before and after the rotation. Thus
\begin{equation}
E_{\rm ion}[\varphi]=E-\langle\varphi|F|\varphi\rangle,
\qquad \langle\varphi|\varphi\rangle=1 .
\label{ion}
\end{equation}

To recover the matrix, consider a normalised superposition $\Psi=\sum_i c_i\Phi_i$. The operator creating $\varphi$ is $\sum_i d_ia_i^\dagger$, and its adjoint, which removes $\varphi$, is $\sum_i d_i^*a_i$. With $d_i=c_i^*$ this gives
\begin{equation}
\sum_i c_i\Phi_i=\Bigl(\sum_i d_i^*a_i\Bigr)\Phi .
\label{closure}
\end{equation}
Every normalised vector of the one-hole space is therefore a single determinant: $\Phi$ with one orbital removed. Its energy is given by (\ref{ion}):
\begin{equation}
\sum_{ij}c_i^*M_{ij}c_j
=E-\sum_{ij}d_i^*F_{ij}d_j
=E-\sum_{ij}c_iF_{ij}c_j^*
=E-\sum_{ij}c_i^*F_{ji}c_j .
\end{equation}
The last step exchanges the names $i$ and $j$, and it is the origin of the transpose. A hole is described by coefficients conjugate to those of the orbital that was emptied.

Define the Hermitian matrix $K_{ij}=M_{ij}-E\delta_{ij}+F_{ji}$. The equation says that $c^\dagger Kc=0$ for every normalised $c$, hence by scaling for every $c$. A vector with one nonzero component gives $K_{ii}=0$. For $i\neq j$, take $c_i=1$ and first $c_j=1$, then $c_j=\sqrt{-1}$, with all other components zero:
\begin{align}
0&=K_{ij}+K_{ji}=2\,{\rm Re}\,K_{ij},\\
0&=\sqrt{-1}\,(K_{ij}-K_{ji})=-2\,{\rm Im}\,K_{ij}.
\end{align}
So $K=0$, which is (\ref{main}).

\section{What each derivation assumes}

Both derivations assume orthonormal orbitals, a single determinant as parent, and a Hamiltonian with one- and two-electron terms. Neither assumes that $\Phi$ solves the Hartree-Fock equations. The identity (\ref{main}) holds for any determinant, with $F$ built from that determinant.

The first derivation needs the anticommutation rules and obtains each matrix element separately. It does not use the fact that a superposition of holes is again a determinant. The second needs the energy formula (\ref{energy}) and depends on that fact through (\ref{closure}). It also needs complex coefficients: real ones would fix ${\rm Re}\,K_{ij}$ alone, which suffices if $M$ and $F$ are known to be real.

The difference matters for two holes. The normalised state $(a_1a_2+a_3a_4)\Phi/\sqrt2$ has occupation $\frac12$ in each of the orbitals 1 to 4, and its one-electron density matrix is diagonal. A determinant has a density matrix with eigenvalues 0 and 1, so this state is not one. For four or more electrons the step (\ref{closure}) therefore has no general analogue for two holes, and diagonalising $H$ in the two-hole space is no longer the same as choosing orbitals to empty. The second argument then needs a different set of trial states: $(a_1+xa_3)(a_2+ya_4)\Phi$ is a determinant up to normalisation, and the term proportional to $xy$ in $\langle H\rangle$, isolated by varying the phases of $x$ and $y$, is the element between $a_1a_2\Phi$ and $a_3a_4\Phi$. The commutation of operators needs no such change.

In return, the second derivation shows the physical content directly. Diagonalising $H$ in the one-hole space is the same task as choosing the orbital to ionise.

\section{The optimal orbital and the role of Hartree-Fock}

Minimise (\ref{ion}) over $d$ with a multiplier $\varepsilon$ for the norm. Setting the derivative of $E-d^\dagger Fd+\varepsilon(d^\dagger d-1)$ with respect to $d_i^*$ to zero gives
\begin{equation}
\sum_jF_{ij}d_j=\varepsilon d_i .
\label{eig}
\end{equation}
The stationary choices are the eigenvectors of the occupied Fock block. If $\varphi$ has weights $w_n$ on these eigenvectors, with $\sum_nw_n=1$, then
\begin{equation}
E_{\rm ion}[\varphi]=E-\sum_nw_n\varepsilon_n\ \geq\ E-\varepsilon_{\max}.
\end{equation}
The minimum is reached by removing the highest eigenvector. Removing the lowest gives the maximum, and the others are stationary points. Among degenerate eigenvectors any mixture is equally good, so the optimal orbital is then not unique. The sum of the hole energies is the trace of $M$ and is the same in every occupied basis: localisation redistributes the ionisation energies without changing their sum.

The Hartree-Fock condition makes these eigenvectors canonical orbitals. Replace $\varphi_i$ by $\varphi_i+\eta\varphi_b$ with small $\eta$; the norm changes at second order. In (\ref{energy}) the pair terms containing $i$ occur twice, which cancels the factor $\frac12$, and the first-order change is
\begin{equation}
\delta E=\eta^*F_{bi}+\eta F_{ib}.
\label{station}
\end{equation}
It vanishes for every complex $\eta$ if and only if $F_{bi}=0$. The full Fock operator then does not carry an occupied orbital into the virtual space, so a solution of (\ref{eig}) is an eigenvector of the whole operator, and $\varepsilon$ is a canonical orbital energy. Without the condition, (\ref{main}) survives, but the eigenvalues of the block are in general not eigenvalues of $F$.

In a closed shell, and for a spin-free Hamiltonian (no spin-orbit or magnetic terms), $F$ has no elements between opposite spins: $h$ and the direct term conserve spin, and the exchange term requires both outer orbitals to have the spin of $k$. The hole matrix splits into two equal blocks, each containing the spatial Fock matrix.

\section{Two coupled bonds}

Take four sites on a line at 0, 1.3, 2.9 and 4.2 angstrom, with one orthonormal orbital each and four electrons in all. The site energies are $-10$, $-10$, $-11$ and $-11$ eV. The hopping matrix elements are $-3$, $-2$ and $-3$ eV along the chain, so sites 1,2 and sites 3,4 form two bonds. The repulsion is
\begin{equation}
U\sum_pn_{p\uparrow}n_{p\downarrow}
+\sum_{p<q}\gamma_{pq}(n_p-1)(n_q-1),\qquad
\gamma_{pq}=\frac{\kappa}{\sqrt{r_{pq}^2+(\kappa/U)^2}},
\end{equation}
with $U=8$ eV and $\kappa=e^2/(4\pi\epsilon_0)=14.40$ eV angstrom. The subtracted 1 represents a core of unit charge on each site.

Diagonalising the position operator in the occupied space gives localised orbitals $L_1$ and $L_2$. $L_1$ has 98\% of its weight on the first bond, and $L_2$ has 99\% on the second. The sign of each is chosen so that its amplitudes add up to a positive number; reversing the sign of one of them reverses the signs of $F_{12}$ and of the angle found below, and changes no energy. In this basis
\begin{equation}
F_{11}=-12.41,\qquad F_{22}=-13.27,\qquad F_{12}=-1.18\ \text{eV}.
\end{equation}
Removing an electron from $L_1$ costs 12.41 eV, and from $L_2$ 13.27 eV. Neither ion is stationary in the one-hole space, because the two are coupled by $-F_{12}=1.18$ eV.

Let the emptied orbital be $\varphi(\theta)=\cos\theta\,L_1+\sin\theta\,L_2$. With $\cos^2\theta=\frac12(1+\cos2\theta)$, $\sin^2\theta=\frac12(1-\cos2\theta)$ and $2\sin\theta\cos\theta=\sin2\theta$,
\begin{equation}
\langle\varphi|F|\varphi\rangle=\frac{F_{11}+F_{22}}2
+\frac{F_{11}-F_{22}}2\cos2\theta+F_{12}\sin2\theta .
\end{equation}
This is largest when $(\cos2\theta,\sin2\theta)$ is parallel to $(\frac12(F_{11}-F_{22}),F_{12})=(0.43,-1.18)$ eV. Hence $2\theta=-70.0^\circ$ and $\theta=-35.0^\circ$. The extreme values are
\begin{equation}
\varepsilon_\pm=-12.84\pm\sqrt{0.43^2+1.18^2}
=-12.84\pm1.26\ \text{eV},
\end{equation}
that is, $-11.58$ and $-14.10$ eV, the canonical energies. The best hole costs 11.58 eV (0.4256 hartree), which is 0.83 eV less than the better localised one. Both pairs of ionisation energies add up to 25.68 eV. A direct search over $\theta$, using explicit many-electron states, finds the same angle and energy in the numerical check.

The emptied orbital has weight 0.67 on $L_1$ and 0.33 on $L_2$, with opposite signs because $F_{12}$ is negative. If $F_{12}$ vanished, the localised orbitals would themselves be canonical. If $F_{11}=F_{22}$ and $F_{12}\neq0$, the angle would be $\pm45^\circ$ and the frozen hole would be shared equally. If the criterion is the lowest frozen-orbital ion, the answer to the opening question is therefore to diagonalise the block: its off-diagonal elements, with reversed sign, are the matrix elements of $H$ that move a hole between bonds. Whether this estimate is also the one closest to the exact ionisation energy is a separate question, taken up below.

\section{What the frozen ion leaves out}

The optimum is taken over the orbital to be emptied, while the other electrons stay in the occupied space of the neutral system. The ion $\Phi_i$ has its own Fock matrix, from which the term $k=i$ is missing:
\begin{equation}
F^{(i)}_{bj}=F_{bj}-\bigl(\langle bi|ji\rangle-\langle bi|ij\rangle\bigr),
\qquad j\neq i .
\end{equation}
Hartree-Fock for the neutral system removes $F_{bj}$ but not the bracket. By (\ref{station}), applied to the ion, a nonzero bracket means that a suitable small admixture of $\varphi_b$ into $\varphi_j$ lowers the energy. This is orbital relaxation. In the example the largest such element for the spin-up electrons, after removal of a spin-down electron from the highest orbital, is 0.26 eV.

The frozen ion energies are nevertheless upper bounds. Let $V_n$ be spanned by the $n$ lowest one-hole eigenstates of a given spin sector. No normalised state in $V_n$ has an energy above the $n$th one-hole level. Since $V_n$ has dimension $n$, it contains a normalised state orthogonal to the $n-1$ lowest exact eigenstates of that sector, and the energy of this state is at least the $n$th exact level. The $n$th one-hole level therefore lies at or above the $n$th exact level, where exact means full diagonalisation in the same orbital basis. In the example the frozen levels are $-41.41$ and $-38.89$ eV, and the exact ones $-41.62$ and $-39.20$ eV.

No such bound follows for the ionisation energy, a difference in which the neutral Hartree-Fock energy is also too high. Adding and subtracting the energy of the relaxed ion gives
\begin{equation}
I_{\rm frozen}-I_{\rm exact}
=\Delta_{\rm relax}+\Delta_{\rm ion}-\Delta_{\rm neutral},
\end{equation}
where $\Delta_{\rm relax}$ is the energy gained by relaxing the ion, and the other two terms are the correlation energies, as positive numbers, missing from the relaxed ion and from the neutral system. With an unrestricted Hartree-Fock solution for the ion, the model gives
\begin{equation}
0.13+0.08-0.11=0.10\ \text{eV}.
\end{equation}
The exact ionisation energy of the model is 11.48 eV; the frozen value is 11.58 eV and the relaxed Hartree-Fock value 11.45 eV. Relaxation alone overshoots slightly here, because the relaxed value differs from the exact one by $\Delta_{\rm ion}-\Delta_{\rm neutral}$, and the correlation energy missing from the neutral system (0.11 eV) exceeds that missing from the relaxed ion (0.08 eV). The sign of the total error depends on this balance and is not fixed by the variational principle. With $U=12$ eV in the same model, and the closed-shell reference kept, the error is $-0.10$ eV. With $U=16$ eV it is $-0.75$ eV, and the better localised hole, off by $+0.13$ eV, happens to lie closer to the exact value. Nor need the order of the levels survive. For N$_2$ in a cc-pVDZ or 6-31G* basis the highest canonical level is a degenerate pair about 0.5 eV above a nondegenerate one, whereas a coupled-cluster treatment of the ion (EOM-IP-CCSD) places a nondegenerate state lowest, about 1.7 eV below the degenerate pair. The diagonalised block gives the best frozen ion, not a guarantee of the best ionisation energy.

\section*{Table of computed values}
\begin{verbatim}
Complex test, error with F_ji: 1.1e-16 (model units)
Complex test, error with F_ij: 1.674 (model units)
Site positions: 0.0 1.3 2.9 4.2 angstrom
Site energies: -10.0 -10.0 -11.0 -11.0 eV
Hoppings along chain (enter H with minus sign): 3.0 2.0 3.0 eV
On-site repulsion U: 8.0 eV
Coulomb constant e^2/(4 pi eps0): 14.3996 eV angstrom
Repulsion of site 1 with sites 1 to 4: 8.0000 6.4854 4.2188 3.1513 eV
HF total energy: -52.9916 eV
Canonical orbital energies, all four: -14.0974 -11.5800 -1.4200 1.0974 eV
Highest occupied orbital on sites 1 to 4: 0.6190 0.5335 -0.3159 -0.4821 (amplitude)
Centres of L1 and L2: 0.7114 3.5186 angstrom
L1 on sites 1 to 4: 0.6971 0.7031 0.1044 -0.0941 (amplitude)
L2 on sites 1 to 4: -0.0838 0.0737 0.6995 0.7058 (amplitude)
Weight of L1 on sites 1,2: 0.9802 (fraction)
Weight of L2 on sites 3,4: 0.9875 (fraction)
Fock block F11 F12 F22 in L1,L2: -12.4087 -1.1830 -13.2687 eV
Frozen ionisation energy from L1, L2: 12.4087 13.2687 eV
Frozen ionisation energies, canonical: 11.5800 14.0974 eV
Sum of the two, localised: 25.6774 eV
Sum of the two, canonical: 25.6774 eV
Gain of best hole over better localised hole: 0.8287 eV
Best angle by direct search: -35.013 degree
Best angle from Fock block: -35.013 degree
Weights of L1, L2 in best orbital: 0.6708 0.3292 (fraction)
Largest relaxation coupling, up electrons: 0.2645 eV
Frozen ion energies: -41.4116 -38.8943 eV
Relaxed HF ion energy: -41.5450 eV
Exact ion energies, lowest two: -41.6203 -39.2026 eV
Exact neutral energy: -53.1008 eV
Lowest ionisation energy, frozen: 11.5800 eV
The same, converted: 0.42556 hartree
Lowest ionisation energy, relaxed HF: 11.4466 eV
Lowest ionisation energy, exact in model: 11.4806 eV
Ion relaxation energy: 0.1334 eV
Remaining ion correlation energy (magnitude): 0.0752 eV
Neutral correlation energy (magnitude): 0.1092 eV
Frozen minus exact ionisation energy: 0.0995 eV
\end{verbatim}
